# Energy released by steady delamination from a long film edge, part 2

A film under tension on a thick substrate comes off along a long straight edge. The question is how much elastic energy this releases per area of interface. The \(x\) axis is normal to the edge in the film plane, and \(y\) runs along the edge. Tension is positive, and energies are per unit area of interface.

The isotropic film has thickness \(h\), Young's modulus \(E\), Poisson ratio \(\nu\) and equal tension \(\sigma\) along \(x\) and \(y\). Its mismatch strain, measured from the stress-free film, is \(e=(1-\nu)\sigma/E\). The detached length normal to the edge is \(a\). Far behind the crack tip the strip has \(\sigma_x=0\) and \(e_y=e\), so it keeps the stress \((1-\nu)\sigma\) along the edge.

In steady growth the stress pattern moves with the tip unchanged, and \(G=U-U_d\). The stored energy, the energy left after detachment and the energy released are

\[
U=\frac{(1-\nu)\sigma^2h}{E},\qquad
U_d=\frac{1-\nu}{2}\,U,\qquad
G=\frac{(1-\nu^2)\sigma^2h}{2E}=\frac{1+\nu}{2}\,U .
\]

For unequal initial stresses \(\sigma_x\) and \(\sigma_y\), without initial shear stress on the edge direction,

\[
G=\frac{(1-\nu^2)\sigma_x^2h}{2E}.
\]

A steady crack can run when \(G\) equals the interface toughness \(\Gamma\), which gives the critical thickness \(h_c\). Setting \(U\) equal to \(\Gamma\) instead gives \(h_U\), which is too small for a long edge:

\[
h_c=\frac{2E\Gamma}{(1-\nu^2)\sigma^2},\qquad
h_U=\frac{E\Gamma}{(1-\nu)\sigma^2}.
\]

The numerical output at the end includes a finite-element (FE) test of the steady result. Its substrate was \(6h\) deep with a clamped base, and `Es/Ef` is the ratio of substrate to film modulus, 0.402 for tungsten on silicon. The near-tip opening is the gap between the crack faces \(0.25h\) behind the tip, on a coarse mesh.

The example uses \(E=410\) GPa, \(\nu=0.28\), \(h=200\) nm, \(\sigma=1.5\) GPa and a chosen \(\Gamma=1\) J/m².

### A tungsten film on silicon

The example is a sputtered tungsten film on a silicon wafer, with rough typical values \(E=410\) GPa and \(\nu=0.28\). The thickness is 200 nm and the tension 1.5 GPa. Tungsten suits the derivation because its crystals are nearly isotropic in their elastic response.

The mismatch strain is

\[
e=\frac{0.72\times1.5}{410}=0.00263 .
\]

The stored energy is

\[
U=\frac{0.72\,(1.5\times10^9)^2\,(200\times10^{-9})}{410\times10^9}
=0.790\ \text{J/m}^2 .
\]

The strip keeps the fraction \((1-0.28)/2=0.36\), which is 0.284 J/m². The released energy is

\[
G=0.64\times0.790=0.506\ \text{J/m}^2=3.16\ \text{eV/nm}^2 .
\]

The stress left along the edge is \(0.72\times1.5=1.08\) GPa.

For a chosen toughness of 1 J/m² the film is below its critical thickness. Since \(G\) is proportional to \(h\) at fixed stress,

\[
h_c=200\ \text{nm}\times\frac{1}{0.506}=395\ \text{nm},
\]

while \(h_U=253\) nm.

### Edges of finite length

Let the edge have length \(W\). Near its two ends the detached film can also contract along \(y\), and more energy is released. When \(a\) is much smaller than \(W\), the size of each end region is set by \(a\), the only length available there if \(a\) is also much larger than \(h\). Its area is proportional to \(a^2\), and so is its extra release, written \(\beta Ua^2\). The total energy released since the start is then

\[
R=U\left[\frac{1+\nu}{2}\,aW+2\beta a^2\right].
\]

The mean driving force along the front is the derivative with respect to \(a\), divided by \(W\):

\[
\frac{\bar G}{U}=\frac{1+\nu}{2}+4\beta\,\frac aW .
\]

In the opposite limit, \(a\gg W\), the film far behind the front is free on both sides as well as at its end. It loses all its stress, so \(U_d=0\), and the steady-state argument gives \(\bar G=U\).

A finite-element calculation of a flat detached membrane, held along a straight front, covers the range between these limits for \(\nu=0.28\):

| \(a/W\) | \(\bar G/U\) |
|---|---|
| 0.002 | 0.643 |
| 0.02 | 0.670 |
| 0.1 | 0.788 |
| 0.3 | 0.984 |
| 1 | 0.999 |
| 3 | 0.999 |

The first and last rows were tested against the limits 0.64 and 1, with allowed deviations of 0.006 and 0.01. The gap of 0.001 in the last row is a mesh effect and closes on refinement. The rows at 0.02 and 0.1 both give a slope \(4\beta\) of about 1.48. The linear law has failed by \(a/W=0.3\), where it would predict more than the whole stored energy.

The slope sets a practical condition. For the long-edge formula to be within 1% of \(\bar G\), the term \(1.48\,a/W\) must stay below about 0.0064, so \(W\) must exceed roughly \(230\,a\). A crack 1 µm long needs an edge of about 0.23 mm. For a 200 nm film this crack is only five thicknesses long, so the membrane estimate is rough there.

This also changes the reading of the two thicknesses. On a long edge with a short crack, 395 nm applies. Once the crack has grown to about a third of the edge length, the mean driving force is close to \(U\), and the critical thickness based on this mean is close to 253 nm at the same stress and toughness. Judged by the mean driving force, a film between the two thicknesses cannot drive a short crack on a long edge but can drive a long one. The excess of the mean over the long-edge value comes from the regions near the two ends of the edge, so even a short crack may advance there. The calculation gives the mean along the front, not its distribution, and it does not allow the membrane to wrinkle.

### Effects left out of the formula

**Temperature.** With a rough difference of 2 ppm/K between the thermal expansion of tungsten and silicon, heating by 100 K lets the film expand more than the wafer. Its tension changes by

\[
\Delta\sigma=-\frac{E}{1-\nu}\,(2\times10^{-6})(100)=-0.114\ \text{GPa}.
\]

As \(G\) varies as \(\sigma^2\), it falls by 14.6% at fixed elastic constants. Cooling by 100 K raises it by about 16%. The stress to insert is the one at the temperature of use.

**Stress gradient.** Let the initial stress be \(\sigma(1+g\zeta)\), where \(\zeta\) runs from \(-1\) at the bottom of the film to \(1\) at the top. A strip that is free to curl about the \(y\) axis can shorten by an amount that varies linearly with height. This removes \(\sigma_x\) at every height, so the result for uniform stress may be applied layer by layer:

\[
G=\frac{(1-\nu^2)\sigma^2h}{2E}\;\frac12\int_{-1}^{1}(1+g\zeta)^2d\zeta
=\frac{(1-\nu^2)\sigma^2h}{2E}\left(1+\frac{g^2}{3}\right).
\]

The term linear in \(\zeta\) integrates to zero. A surface deviation of 30% adds 3%. For positive \(g\) the top shortens more and the strip curls away from the substrate. For negative \(g\) it curls towards the substrate, and contact can prevent the full release.

**A free wafer.** A wafer that is not held down shrinks and bends slightly under the film. Let \(M_f=E/(1-\nu)\), and let \(M_s\) be the same combination for the wafer, of thickness \(h_s\). The film exerts a force \(F=\sigma h=M_fhe\) per unit length on the wafer surface. This force compresses the wafer by \(F/(M_sh_s)\). Its moment \(Fh_s/2\), divided by the bending stiffness \(M_sh_s^3/12\), gives the curvature \(6F/(M_sh_s^2)\). Multiplied by \(h_s/2\), this adds \(3F/(M_sh_s)\) at the surface. The total surface strain is \(4F/(M_sh_s)\). The energy given up is half of force times strain in each of two directions, \(4F^2/(M_sh_s)\). Relative to \(U=Fe\) it is

\[
\frac{4F}{M_sh_se}=\frac{4M_fh}{M_sh_s}.
\]

For a silicon wafer 500 µm thick, with rough isotropic values of 165 GPa for the modulus and 0.22 for the Poisson ratio, this is 0.43%. It is the loss of stored energy in the bonded film and wafer, and it indicates the size of the correction to \(G\), not its value.

**Crystal anisotropy.** In an anisotropic film the strip is still under a single stress along \(y\), now \(e/S_{yy}\), where \(S_{yy}\) is the elastic compliance in that direction. The released fraction becomes

\[
\frac GU=1-\frac{e/S_{yy}}{\sigma_x+\sigma_y},
\]

with \(\sigma_x\) and \(\sigma_y\) the initial stresses produced by the equal strains \(e\). For a single-crystal tungsten film with a (110) surface and rough cubic constants of 520, 205 and 160 GPa, the fraction lies between 0.639 and 0.644 for the edge directions computed. The isotropic value 0.64 is adequate here.

**Plastic flow.** With an assumed yield stress \(Y=2.5\) GPa, the size of the plastic zone at a crack tip can be estimated as \(K^2/(3\pi Y^2)\), where \(K^2=GE/(1-\nu^2)=\sigma^2h/2\). It gives

\[
\frac{\sigma^2h}{6\pi Y^2}=\frac{(1.5)^2\times200\ \text{nm}}{6\pi\,(2.5)^2}=3.8\ \text{nm},
\]

about 2% of the thickness. The estimate is made for a crack opening in a uniform solid that carries no other stress. Here the tip is also loaded in shear, and the film around it is already under tension, so the zone can be several times longer along the interface. Only the order of magnitude is meant.

### Cracks through the film

A film under tension can also fail by a crack that cuts through its thickness and runs along the film, stopping at the interface. Its driving force was computed by finite elements for the moduli of the example, with the substrate clamped at a depth of \(30h\). The result is about 3 J/m² per area of film cross-section, about six times the delamination value. Refining the mesh changed it by 2.4%. A still finer mesh and a deeper substrate raise it to about 3.1 J/m², a ratio of 6.1.

Both driving forces are proportional to \(\sigma^2h/E\), so at fixed elastic constants their ratio does not depend on stress or thickness. The two cracks meet different resistances, namely the toughness of the film and that of the interface. If the film edge is long and starting flaws for steady growth of both cracks are present, the film cracks first as its thickness grows when its toughness is less than about six times \(\Gamma\). With \(\Gamma=1\) J/m² the dividing value is about 6 J/m². At a short edge, where the mean driving force for delamination is close to \(U\), the factor falls to about 3.9. Such a crack also creates new edges from which delamination can start.

### The model beside a real film

Sputtered tungsten films a few hundred nanometres thick are used in microfabrication, and stresses of the order of 1 GPa occur in them. The stress can be tensile or compressive, depending on the deposition conditions, and the formula serves the tensile case. The tension of 1.5 GPa is on the high side. A sputtered film may also be less stiff than dense tungsten. If \(\sigma\) is the measured quantity, a lower \(E\) raises \(G\) in inverse proportion. The toughness of 1 J/m² is a chosen round number; actual values depend strongly on surface preparation and on any adhesion layer. In patterned devices the edges may be too short for the long-edge formula. This can raise the released fraction from 0.64 towards 1, an increase in \(G\) of up to 56%, which exceeds each of the corrections to \(G\) sized above.

### Applying the formula

The stress to use is the one normal to the edge, after all processing and at the temperature of interest. An error in it counts twice: a relative error of 5% in \(\sigma\) gives about 10% in \(G\), while the same error in \(h\) gives 5%. In SI units, with \(\sigma\) and \(E\) in Pa and \(h\) in m, the result is in J/m².

Three conditions should be checked before the long-edge value is used:

1. The substrate continues well beyond the film edge and is not much softer than the film. In addition, the detached length must be at least about \(h\), and the bonded film ahead must be very long. If it ends at another long edge a distance \(d\) ahead of the tip, the two edge forces \(\sigma h\) interact through a deep substrate. For \(d\gg h\) they lower \(G\) by the fraction \(4(1-\nu_s^2)Eh/[\pi(1-\nu^2)E_sd]\), where \(E_s\) and \(\nu_s\) belong to the substrate. For tungsten on silicon this is about \(3.3\,h/d\), so 1% accuracy needs \(d\) of roughly \(350\,h\), or 70 µm in the example. A much softer substrate needs a far longer bonded film. If film and substrate end at the same face, as on a diced chip, \(G\) is well below the steady value at \(a\approx h\) and approaches it only over a much longer crack.
2. The edge is more than about \(230\,a\) long, if 1% accuracy is wanted at \(\nu=0.28\).
3. The film is in tension, and neither cracks through nor yields over a large part of its thickness.

If the second condition fails and the others hold, using \(U\) in place of \(G\) is a cautious choice for the mean driving force in a film of uniform stress. In the table for edges of finite length, this mean stays below \(U\) at every length computed. \(U\) is not a bound at each point: close to the two ends of the front the local driving force can exceed \(U\). The numerical output below gives the values to more digits.

## Computed values

```
FE steady release: nu, Es/Ef, G/U, (1+nu)/2
  0.00  3.000  0.49999  0.50000
  0.28  0.300  0.63994  0.64000
  0.28  0.402  0.63996  0.64000
  0.28  3.000  0.63999  0.64000
  0.45  1.000  0.72498  0.72500
FE strip stress normal to edge / sigma: 0.0000
FE strip stress along edge / sigma: 0.7200
FE near-tip opening: 0.663 sigma h/E
FE smallest opening on crack: 0.663 sigma h/E
Approach to steady state, W on Si: a/h, G/G_steady
  0.625  0.9957
  1.125  0.9994
  2.125  0.9996
  4.125  0.9998
Finite edge length: a/W, mean G/U along front
  0.002  0.6430
  0.020  0.6697
  0.100  0.7884
  0.300  0.9835
  1.000  0.9988
  3.000  0.9992
W film: E=410 GPa, nu=0.28
Film tension: 1.50 GPa; thickness: 200 nm
Si wafer: E=165 GPa, nu=0.22, 500 um
Mismatch strain: 0.2634 percent
Initial energy U: 0.7902 J/m2
Energy left in strip: 0.2845 J/m2
Released G: 0.5058 J/m2 = 3.157 eV/nm2
Released fraction: 0.6400
Stress left along edge: 1.080 GPa
Chosen interface toughness: 1.00 J/m2
Critical thickness from G: 395.4 nm
Critical thickness wrongly from U: 253.1 nm
W cubic constants C11, C12, C44: 520, 205, 160 GPa
(110) film, G/U over edge directions: 0.6391 to 0.6439
Stress gradient, surface deviation: 30 percent
  extra release by curl: 3.00 percent
Bonded energy lost to free wafer: 0.43 percent
Expansion difference: 2.0 ppm/K; heating: 100 K
  stress change: -0.114 GPa
  change of G: -14.6 percent
Assumed film yield stress: 2.5 GPa
  plastic zone estimate: 3.8 nm
Channel-crack driving force: 3.0 J/m2
  relative to delamination G: 6.0
  change on mesh refinement: 2.4 percent
```
